**Transmission of a diffuse-wall tube from Clausing's equation**

The program finds $W=0.51423$ for a circular tube whose length $L$ equals its diameter $D$. Here $W$ is the probability that a molecule entering with cosine-law directions leaves through the far end, and $w(x)$ is the same probability for a molecule just emitted from the wall at distance $x$ from the inlet. The program asserts that the closed-form view factors agree with integrals over the geometry, that $w$ satisfies the integral equation at a point between the nodes, and that $w(x)+w(L-x)=1$ at the nodes. It also asserts agreement with random molecular tracing for $L/D=0.5$, 1 and 2, for a sticking wall, and for first arrival at the bottom of a blind hole. The output shows an error of about $10^{-6}$ with four nodes when the kernel integrals are split at the kink, while the plain rule still has an error of about $10^{-4}$ with 64 nodes. For silane with a rough sticking probability of 0.001, the approximate blind-hole formula gives a growth rate 0.999 of that on an open surface, and its small deficit is asserted to agree with tracing within 5%.

## Numerical verification

```python
"""Transmission of a diffuse-wall circular tube from Clausing's equation.

Result under test: for length = diameter, W is about 0.514.
All lengths in the transport part are in units of the tube diameter.
  x : distance from inlet          l : tube length
  F : wall point to end disc       K : wall point to wall ring, per length
  T : inlet disc to outlet disc    w : exit probability after wall emission
  w(x) = F(l-x) + integral K(|x-x'|) w(x') dx'
  W    = T(l) + 4 integral F(x) w(x) dx
The solver is checked against geometric integrals and molecular tracing.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander, legval
from scipy import constants as const
from scipy.integrate import quad


def wall_to_disc(x):
    return (x**2 + 0.5) / np.sqrt(x**2 + 1) - x


def wall_to_wall(x):
    return 1 - (x**3 + 1.5 * x) / (x**2 + 1)**1.5


def disc_to_disc(x):
    return 1 + 2 * x**2 - 2 * x * np.sqrt(x**2 + 1)


def gauss(a, b, n):
    t, g = leggauss(n)
    return a + (b - a) * (t + 1) / 2, g * (b - a) / 2


def solve_tube(length, n, wall_loss=0.0):
    """Polynomial collocation; kernel integrals are split at the kink."""
    x, g = gauss(0.0, length, n)
    to_coefficients = np.linalg.inv(legvander(2 * x / length - 1, n - 1))
    matrix = np.zeros((n, n))
    for i in range(n):
        for a, b in ((0.0, x[i]), (x[i], length)):
            y, h = gauss(a, b, n)
            basis = legvander(2 * y / length - 1, n - 1) @ to_coefficients
            matrix[i] += (h * wall_to_wall(np.abs(x[i] - y))) @ basis
    keep = 1 - wall_loss
    source = wall_to_disc(length - x)
    w = np.linalg.solve(np.eye(n) - keep * matrix, source)
    total = disc_to_disc(length) + keep * 4 * np.sum(g * wall_to_disc(x) * w)
    return total, x, w, matrix, source, to_coefficients @ w


def solve_plain(length, n):
    """Ordinary Gauss quadrature, which ignores the kernel kink."""
    x, g = gauss(0.0, length, n)
    matrix = wall_to_wall(np.abs(x[:, None] - x[None, :])) * g
    w = np.linalg.solve(np.eye(n) - matrix, wall_to_disc(length - x))
    return disc_to_disc(length) + 4 * np.sum(g * wall_to_disc(x) * w)


def trace(count, length, rng, blind=False, specular=0.0):
    """Follow molecules; a blind hole has a diffusely reflecting bottom."""
    radius = 0.5
    pos = np.zeros((count, 3))
    pos[:, 0] = radius * np.sqrt(rng.random(count))
    u, angle = rng.random(count), 2 * np.pi * rng.random(count)
    vel = np.column_stack((np.sqrt(u) * np.cos(angle),
                           np.sqrt(u) * np.sin(angle), np.sqrt(1 - u)))
    active = np.arange(count)
    wall_hits = np.zeros(count)
    far_hits = np.zeros(count)
    path = np.zeros(count)
    while active.size:
        a = vel[:, 0]**2 + vel[:, 1]**2
        b = pos[:, 0] * vel[:, 0] + pos[:, 1] * vel[:, 1]
        c = np.minimum(pos[:, 0]**2 + pos[:, 1]**2 - radius**2, 0)
        to_wall = (-b + np.sqrt(b**2 - a * c)) / a
        forward = vel[:, 2] > 0
        to_plane = np.where(forward, length - pos[:, 2],
                            -pos[:, 2]) / vel[:, 2]
        at_end = to_plane < to_wall
        step = np.minimum(to_plane, to_wall)
        path[active] += step
        pos = pos + step[:, None] * vel
        at_far = at_end & forward
        far_hits[active[at_far]] += 1
        wall_hits[active[~at_end]] += 1
        stay = ~at_end | at_far if blind else ~at_end
        pos, vel, active = pos[stay], vel[stay], active[stay]
        bottom = at_far[stay]
        size = active.size
        u, angle = rng.random(size), 2 * np.pi * rng.random(size)
        cos_n, s1 = np.sqrt(1 - u), np.sqrt(u) * np.cos(angle)
        s2 = np.sqrt(u) * np.sin(angle)
        nx, ny = -pos[:, 0] / radius, -pos[:, 1] / radius
        new = np.column_stack((
            np.where(bottom, s1, cos_n * nx - s1 * ny),
            np.where(bottom, s2, cos_n * ny + s1 * nx),
            np.where(bottom, -cos_n, s2)))
        if specular > 0:
            mirror = (rng.random(size) < specular) & ~bottom
            dot = vel[:, 0] * nx + vel[:, 1] * ny
            image = vel.copy()
            image[:, 0] -= 2 * dot * nx
            image[:, 1] -= 2 * dot * ny
            new[mirror] = image[mirror]
        vel = new
    return wall_hits, far_hits, path


def mean_error(sample):
    return sample.mean(), sample.std() / np.sqrt(sample.size)


def check_mean(sample, expected):
    mean, error = mean_error(sample)
    assert abs(mean - expected) < 4.5 * error, (mean, error, expected)


# View factors from the cosine law and geometry, without closed forms.
R = 0.5
phi = 2 * np.pi * np.arange(400) / 400
dphi = 2 * np.pi / 400
rho, g_rho = gauss(0.0, R, 50)
for gap in (0.4, 1.0):
    px = rho[:, None] * np.cos(phi)
    dist2 = R**2 + rho[:, None]**2 - 2 * R * px + gap**2
    integrand = (R - px) * gap / (np.pi * dist2**2)
    disc_value = np.sum((g_rho * rho)[:, None] * integrand) * dphi
    assert abs(disc_value - wall_to_disc(gap)) < 1e-8
    dist2 = 2 * R**2 * (1 - np.cos(phi)) + gap**2
    ring = R**3 * (1 - np.cos(phi))**2 / (np.pi * dist2**2)
    assert abs(np.sum(ring) * dphi - wall_to_wall(gap)) < 1e-8
    r1, r2 = rho[:, None, None], rho[None, :, None]
    dist2 = r1**2 + r2**2 - 2 * r1 * r2 * np.cos(phi) + gap**2
    area = (g_rho * rho)[:, None, None] * (g_rho * rho)[None, :, None]
    discs = np.sum(area * gap**2 / dist2**2) * dphi * 2 / (np.pi * R**2)
    assert abs(discs - disc_to_disc(gap)) < 1e-8
    d = 1e-4
    slope = (disc_to_disc(gap + d) - disc_to_disc(gap - d)) / (2 * d)
    assert abs(-slope - 4 * wall_to_disc(gap)) < 1e-6
    slope = (wall_to_disc(gap + d) - wall_to_disc(gap - d)) / (2 * d)
    assert abs(-slope - wall_to_wall(gap)) < 1e-6

# Main solution, convergence, symmetry and off-node residual.
LENGTH = 1.0
W, x_ref, w_ref, _, _, coeff = solve_tube(LENGTH, 24)
assert abs(W - 0.514) < 0.0005
assert abs(solve_tube(LENGTH, 16)[0] - W) < 1e-9
assert np.max(np.abs(w_ref + w_ref[::-1] - 1)) < 1e-8


def exit_probability(x):
    return legval(2 * x / LENGTH - 1, coeff)


x0 = 0.3
balance = quad(lambda y: wall_to_wall(abs(x0 - y)), 0, 1, points=[x0])[0]
assert abs(balance + wall_to_disc(x0) + wall_to_disc(1 - x0) - 1) < 1e-9
scatter = quad(lambda y: wall_to_wall(abs(x0 - y)) * exit_probability(y),
               0, 1, points=[x0])[0]
assert abs(exit_probability(x0) - wall_to_disc(1 - x0) - scatter) < 1e-8
plain = {n: solve_plain(LENGTH, n) for n in (8, 16, 32, 64)}
plain_ratio = (plain[32] - W) / (plain[64] - W)
assert 3.3 < plain_ratio < 4.7

# Molecular tracing: open tube, other lengths, wall loss, blind hole.
rng = np.random.default_rng(12345)
walls, passed, path = trace(1000000, LENGTH, rng)
mc_W, mc_error = mean_error(passed)
check_mean(passed, W)
check_mean(walls, 2 * LENGTH)
check_mean(path, 2 * LENGTH)
mean_walls, mean_path = walls.mean(), path.mean()
test_loss = 0.2
W_test_loss = solve_tube(LENGTH, 24, test_loss)[0]
check_mean(passed * (1 - test_loss)**walls, W_test_loss)
W_half, W_double = solve_tube(0.5, 24)[0], solve_tube(2.0, 24)[0]
check_mean(trace(300000, 0.5, rng)[1], W_half)
check_mean(trace(300000, 2.0, rng)[1], W_double)
mirror_fraction = 0.1
mirror_W, mirror_error = mean_error(
    trace(1000000, LENGTH, rng, specular=mirror_fraction)[1])
assert mirror_W > W + 4 * mirror_error

_, hits, blind_path = trace(600000, LENGTH, rng, blind=True)
check_mean((hits > 0).astype(float), W)
check_mean(hits, 1.0)
check_mean(blind_path, 4 * LENGTH)


def capture(sticking):
    return W * sticking / (sticking + (1 - sticking) * W)


s_test = 0.3
capture_mc, capture_error = mean_error(1 - (1 - s_test)**hits)
assert abs(capture_mc / capture(s_test) - 1) < 0.02

# Silane example; sticking and collision diameter are rough inputs.
width = depth = 200e-9
pressure_mtorr, temperature, sticking = 1.0, 900.0, 1e-3
collision_diameter = 0.4e-9
pressure = pressure_mtorr * 1e-3 * const.torr
mass = 32.12 * const.atomic_mass
thermal = const.k * temperature
flux = pressure / np.sqrt(2 * np.pi * mass * thermal)
lattice = const.physical_constants["lattice parameter of silicon"][0]
atom_density = 8 / lattice**3
open_rate = sticking * flux / atom_density
growth_ratio = capture(sticking) / sticking
deficit_mc, deficit_error = mean_error(
    hits - (1 - (1 - sticking)**hits) / sticking)
assert abs(deficit_mc / (1 - growth_ratio) - 1) < 0.05
free_path = thermal / (np.sqrt(2) * np.pi * collision_diameter**2 * pressure)
W_wall = solve_tube(LENGTH, 24, sticking)[0]
assert free_path / width > 1000

print(f"Tube length / diameter: {LENGTH:.1f}")
print(f"Direct fraction T: {disc_to_disc(LENGTH):.6f}")
print(f"Fraction arriving after wall hits: {W - disc_to_disc(LENGTH):.6f}")
print(f"Transmission probability W: {W:.8f}")
for x in (0.0, 0.25, 0.5, 0.75, 1.0):
    print(f"Exit probability w at x/D={x:.2f}: {exit_probability(x):.6f}")
W2, x2, w2, m2, source2, _ = solve_tube(LENGTH, 2)
print("Two nodes x/D:", " ".join(f"{v:.6f}" for v in x2))
for i in range(2):
    print(f"Two-node kernel row {i+1}:", " ".join(f"{v:.6f}" for v in m2[i]))
print("Two-node source F(l-x):", " ".join(f"{v:.6f}" for v in source2))
print("Two-node F(x):", " ".join(f"{v:.6f}" for v in wall_to_disc(x2)))
print("Two-node solution w:", " ".join(f"{v:.6f}" for v in w2))
for n in (2, 4, 6, 8, 12):
    value = solve_tube(LENGTH, n)[0]
    print(f"Split quadrature n={n}: W={value:.8f}, error={value-W:.1e}")
for n, value in plain.items():
    print(f"Plain quadrature n={n}: W={value:.8f}, error={value-W:.1e}")
print(f"Plain error ratio n=32 to n=64: {plain_ratio:.3f}")
print(f"Traced W: {mc_W:.5f} +/- {mc_error:.5f} (1 std error)")
print(f"Traced mean wall hits: {mean_walls:.4f}")
print(f"Traced mean path / diameter: {mean_path:.4f}")
print(f"W at L/D=0.5: {W_half:.6f}; at L/D=2: {W_double:.6f}")
print(f"Hole width: {width*1e9:.0f} nm; depth: {depth*1e9:.0f} nm")
print(f"Silane: {pressure_mtorr:.1f} mTorr, {temperature:.0f} K")
print(f"Silane molar mass: {mass/const.atomic_mass:.2f} g/mol")
print(f"Rough bottom sticking probability: {sticking:.4f}")
print(f"Rough collision diameter: {collision_diameter*1e9:.1f} nm")
print(f"Incident flux: {flux*1e-4:.4e} molecules/(cm2 s)")
print(f"Silicon atom density: {atom_density*1e-6:.4e} atoms/cm3")
print(f"Open-surface growth rate: {open_rate*1e9*60:.3f} nm/min")
print(f"Hole/open growth ratio, silane: {growth_ratio:.6f}")
print(f"Growth deficit, formula: {1-growth_ratio:.4e}")
print(f"Growth deficit, traced: {deficit_mc:.4e} +/- {deficit_error:.1e}")
print(f"Filling time at initial rate: "
      f"{depth/(open_rate*growth_ratio)/60:.1f} min")
print(f"Capture at s={s_test:.1f}, formula: {capture(s_test):.5f}")
print(f"Capture at s={s_test:.1f}, traced: "
      f"{capture_mc:.5f} +/- {capture_error:.5f}")
print(f"Mean free path: {free_path*1e3:.1f} mm")
print(f"Knudsen number, mean free path/width: {free_path/width:.3e}")
print(f"Mean gas collisions per hole visit: {4*depth/free_path:.2e}")
print(f"W with wall sticking {sticking:.3f}: {W_wall:.6f}")
print(f"W with wall sticking {test_loss:.1f}: {W_test_loss:.6f}")
print(f"W with specular fraction {mirror_fraction:.1f}: "
      f"{mirror_W:.5f} +/- {mirror_error:.5f}")
print("all assertions hold")
```

Printed output:

```
Tube length / diameter: 1.0
Direct fraction T: 0.171573
Fraction arriving after wall hits: 0.342658
Transmission probability W: 0.51423053
Exit probability w at x/D=0.00: 0.242377
Exit probability w at x/D=0.25: 0.369846
Exit probability w at x/D=0.50: 0.500000
Exit probability w at x/D=0.75: 0.630154
Exit probability w at x/D=1.00: 0.757623
Two nodes x/D: 0.211325 0.788675
Two-node kernel row 1: 0.412482 0.174898
Two-node kernel row 2: 0.174898 0.412482
Two-node source F(l-x): 0.092312 0.321564
Two-node F(x): 0.321564 0.092312
Two-node solution w: 0.351176 0.651868
Split quadrature n=2: W=0.51777494, error=3.5e-03
Split quadrature n=4: W=0.51422947, error=-1.1e-06
Split quadrature n=6: W=0.51423053, error=-9.5e-09
Split quadrature n=8: W=0.51423053, error=1.3e-11
Split quadrature n=12: W=0.51423053, error=1.1e-16
Plain quadrature n=8: W=0.51971797, error=5.5e-03
Plain quadrature n=16: W=0.51566657, error=1.4e-03
Plain quadrature n=32: W=0.51459932, error=3.7e-04
Plain quadrature n=64: W=0.51432408, error=9.4e-05
Plain error ratio n=32 to n=64: 3.942
Traced W: 0.51376 +/- 0.00050 (1 std error)
Traced mean wall hits: 1.9973
Traced mean path / diameter: 1.9967
W at L/D=0.5: 0.671984; at L/D=2: 0.356573
Hole width: 200 nm; depth: 200 nm
Silane: 1.0 mTorr, 900 K
Silane molar mass: 32.12 g/mol
Rough bottom sticking probability: 0.0010
Rough collision diameter: 0.4 nm
Incident flux: 2.0660e+17 molecules/(cm2 s)
Silicon atom density: 4.9940e+22 atoms/cm3
Open-surface growth rate: 2.482 nm/min
Hole/open growth ratio, silane: 0.999056
Growth deficit, formula: 9.4376e-04
Growth deficit, traced: 9.4442e-04 +/- 4.2e-06
Filling time at initial rate: 80.6 min
Capture at s=0.3, formula: 0.23375
Capture at s=0.3, traced: 0.23287 +/- 0.00034
Mean free path: 131.1 mm
Knudsen number, mean free path/width: 6.556e+05
Mean gas collisions per hole visit: 6.10e-06
W with wall sticking 0.001: 0.513322
W with wall sticking 0.2: 0.375892
W with specular fraction 0.1: 0.54701 +/- 0.00050
all assertions hold
```
